# Annihilation of polarized beams: rate factor and effective polarization

## Problem

An electron beam and a positron beam of equal energy $E$ meet head-on. Some pairs annihilate through a single virtual photon and produce a muon pair, $e^-e^+\to\mu^-\mu^+$. Both beams are longitudinally polarized. For each beam the polarization is

$$
P=\frac{N_R-N_L}{N_R+N_L},
$$

where $N_R$ counts particles with spin along their own momentum (right-handed, positive helicity) and $N_L$ counts particles with spin against it. The electrons have $P_1=+0.80$ and the positrons $P_2=-0.30$: 80 and 30 percent, with opposite signs.

(a) By what factor does the total annihilation rate differ from that of unpolarized beams?

(b) The annihilating pairs carry angular momentum along the electron direction. Its mean value in units of $\hbar$ is called the effective polarization $P_{\rm eff}$. What is it?

The calculation is at lowest order in QED, with $E$ far above the electron rest energy. The spins of the two beams are uncorrelated, and neither beam has transverse polarization. The muon final state matters: for $e^-e^+\to e^-e^+$ there would also be a diagram in which a photon is exchanged without annihilation, and the results below would not apply.

## A tempting solution

The photon has spin 1, and the electron and positron have spin 1/2 each. To make spin 1, the two spins must point the same way. So the pair must be both right-handed or both left-handed.

From $N_R/(N_R+N_L)=(1+P)/2$, the electrons are 0.90 right-handed and 0.10 left-handed, and the positrons are 0.35 right-handed and 0.65 left-handed. The weights of the supposedly active pairs are

$$
w_{RR}=0.90\times0.35=0.315,\qquad
w_{LL}=0.10\times0.65=0.065 .
$$

Their sum is 0.380. For unpolarized beams it would be $\tfrac14+\tfrac14=\tfrac12$. The rate factor would therefore be $0.380/0.5=0.76$, and the effective polarization $(0.315-0.065)/0.380=0.66$.

## Where it fails

The fractions and products are correct. The error is in the choice of pairs, and it has two parts.

First, helicity refers to each particle's own momentum, while adding angular momenta requires one common axis. Let the electron move along $+z$ and the positron along $-z$. A right-handed electron has spin up along $z$; a right-handed positron has spin down. Two equal helicities thus mean opposite spins and $J_z=0$. Parallel spins, with $J_z=\pm\hbar$, require opposite helicities. Orbital motion does not alter this count, because momentum along $z$ gives no orbital angular momentum about $z$.

Second, angular momentum alone does not settle which pairs annihilate. A spin-1 state can have $J_z=0$ as well as $\pm\hbar$, so conservation does not forbid equal helicities. Whether they contribute depends on the coupling of the electron to the photon, and this has to be calculated.

## The annihilation current

The annihilation amplitude contains the current

$$
J^\mu=\bar v\gamma^\mu u=v^\dagger\gamma^0\gamma^\mu u ,
$$

where $u$ is the electron spinor and $v$ the positron spinor. The charges and the photon propagator give a factor proportional to $e^2/(2E)^2$. It is the same for all helicities and cancels in the ratios sought here.

Below, $m$ and $M$ denote the rest energies of electron and muon (mass times $c^2$), and $p$ denotes momentum times $c$, so that $E^2=p^2+m^2$. In the chiral representation, with $2\times2$ blocks,

$$
\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma^i\\-\sigma^i&0\end{pmatrix},\quad
\gamma^0\gamma^i=\begin{pmatrix}-\sigma^i&0\\0&\sigma^i\end{pmatrix}.
$$

**Electron.** Write $u=(a,b)$ with two-component entries. For momentum along $+z$ the Dirac equation $(E\gamma^0-p\gamma^3-m)u=0$ reads

$$
(E-p\sigma_z)b=ma,\qquad (E+p\sigma_z)a=mb .
$$

For spin up, $\sigma_z=1$, and $m=\sqrt{(E-p)(E+p)}$ shows that $a=\sqrt{E-p}$, $b=\sqrt{E+p}$ solves both equations. For spin down the roots change places. Hence

$$
u_R=\begin{pmatrix}\sqrt{E-p}\,\uparrow\\ \sqrt{E+p}\,\uparrow\end{pmatrix},\qquad
u_L=\begin{pmatrix}\sqrt{E+p}\,\downarrow\\ \sqrt{E-p}\,\downarrow\end{pmatrix}.
$$

**Positron.** Its spinor obeys the equation with the sign of $m$ reversed. Its momentum is along $-z$, so $p\sigma_z$ also changes sign:

$$
(E+p\sigma_z)b=-ma,\qquad (E-p\sigma_z)a=-mb .
$$

The solutions are $a=\sqrt{E+p}$, $b=-\sqrt{E-p}$ with $\uparrow$, and $a=\sqrt{E-p}$, $b=-\sqrt{E+p}$ with $\downarrow$.

The arrow in $v$ is not the spin of the positron. The spinor $v$ belongs to a negative-energy electron state, and a positron is the absence of an electron from such a state. Removing spin up leaves spin down. The solution with $\uparrow$ therefore describes a positron with spin down, which is right-handed because it moves along $-z$:

$$
v_R=\begin{pmatrix}\sqrt{E+p}\,\uparrow\\-\sqrt{E-p}\,\uparrow\end{pmatrix},\qquad
v_L=\begin{pmatrix}\sqrt{E-p}\,\downarrow\\-\sqrt{E+p}\,\downarrow\end{pmatrix}.
$$

**Opposite helicities.** For a right-handed electron and a left-handed positron, the upper and lower blocks give

$$
\mathbf J_{RL}=-(E-p)\downarrow^\dagger\!\boldsymbol\sigma\uparrow
-(E+p)\downarrow^\dagger\!\boldsymbol\sigma\uparrow
=-2E\,(1,i,0),
$$

since the lower-left elements of $\sigma_x,\sigma_y,\sigma_z$ are $1,i,0$. The first index refers to the electron. In the mirror case the upper-right elements $1,-i,0$ appear, and

$$
\mathbf J_{LR}=-2E\,(1,-i,0).
$$

The time component $v^\dagger u$ vanishes in both cases because $\uparrow$ and $\downarrow$ are orthogonal. The squared length is

$$
|\mathbf J_{RL}|^2=|\mathbf J_{LR}|^2=4E^2(1+1)=8E^2 .
$$

A rotation by $\varphi$ about $z$ multiplies $(1,i,0)$ by $e^{-i\varphi}$, which identifies $J_z=+\hbar$. The vector $(1,-i,0)$ acquires $e^{+i\varphi}$ and has $J_z=-\hbar$. This agrees with the count of spins.

**Equal helicities.** Here each block contains $\sqrt{(E-p)(E+p)}=m$, so

$$
\mathbf J_{RR}=-2m\,(0,0,1),\qquad \mathbf J_{LL}=+2m\,(0,0,1),
$$

with squared length $4m^2$. The time component is $m-m=0$. These pairs do annihilate, with $J_z=0$, but their rate is smaller by $4m^2/8E^2=m^2/2E^2$. The tempting solution kept the suppressed pairs and discarded the dominant ones.

## The rate factor

Let $\mathbf F$ be the current that creates the muons. Since $J^0=0$, the amplitude is proportional to $\mathbf J\cdot\mathbf F$. For the total rate one sums over muon spins and integrates over muon directions:

$$
\text{rate}\propto\sum_{ij}J_iJ_j^*\,T_{ij},\qquad
T_{ij}=\sum_{\rm spins}\int F_iF_j^*\,d\Omega .
$$

After the sum and integration no direction is left on which $T_{ij}$ could depend. A tensor unchanged by every rotation must be a multiple of $\delta_{ij}$. The total rate for given helicities is therefore proportional to $|\mathbf J|^2$.

The beams are statistical mixtures of right- and left-handed particles, without a fixed phase between the two. This is what the absence of transverse polarization means. Rates, rather than amplitudes, are then added, with product weights because the beams are uncorrelated:

$$
w_{RL}=\frac{(1+P_1)(1-P_2)}4,\qquad
w_{LR}=\frac{(1-P_1)(1+P_2)}4 .
$$

Multiplying out the brackets gives

$$
w_{RL}+w_{LR}=\frac{1-P_1P_2}{2},\qquad
w_{RL}-w_{LR}=\frac{P_1-P_2}{2}.
$$

All four weights add up to 1, so $w_{RR}+w_{LL}=(1+P_1P_2)/2$. The total rate is proportional to

$$
8E^2\,\frac{1-P_1P_2}{2}+4m^2\,\frac{1+P_1P_2}{2}
=(4E^2+2m^2)-P_1P_2(4E^2-2m^2).
$$

Division by its value at $P_1=P_2=0$ yields

$$
\frac{\text{rate}(P_1,P_2)}{\text{rate}(0,0)}=1-\kappa P_1P_2,\qquad
\kappa=\frac{1-r/2}{1+r/2},\qquad r=\left(\frac mE\right)^2 .
$$

For $E\gg m$, $\kappa\to1$ and the factor becomes

$$
\boxed{\frac{\text{rate}(P_1,P_2)}{\text{rate}(0,0)}=1-P_1P_2 .}
$$

The minus sign comes from the preference for opposite helicities. If one beam is unpolarized, the factor is 1: half of its particles suit any given partner, whatever the polarization of the other beam.

## The effective polarization

With $m$ neglected, the annihilating pairs have $J_z=+\hbar$ with weight $w_{RL}$ and $J_z=-\hbar$ with weight $w_{LR}$. The two kinds annihilate at equal rates, so the mean is

$$
\boxed{P_{\rm eff}=\frac{w_{RL}-w_{LR}}{w_{RL}+w_{LR}}
=\frac{P_1-P_2}{1-P_1P_2}.}
$$

The denominator is the rate factor, because the average is taken over pairs that annihilate and not over all pairs that meet.

To see what the second beam contributes, subtract $P_1$:

$$
P_{\rm eff}-P_1=\frac{P_1-P_2-P_1+P_1^2P_2}{1-P_1P_2}
=\frac{-P_2(1-P_1^2)}{1-P_1P_2}.
$$

For $P_2<0$ and $0<P_1<1$, as here, this is positive. Left-handed positrons select right-handed electrons, so the electrons that take part are more strongly polarized than the beam they come from.

The case $P_1=P_2=1$ needs care. The massless formulas give a vanishing rate and $P_{\rm eff}=0/0$. With the mass kept, the rate factor is $1-\kappa=r/(1+r/2)$, small but not zero. The remaining pairs all have $J_z=0$, so their mean spin is zero.

## The numbers

The four weights for $P_1=+0.80$ and $P_2=-0.30$ are:

| Electron | Positron | Weight | $J_z/\hbar$ |
|---|---|---|---|
| R | L | $0.90\times0.65=0.585$ | $+1$ |
| L | R | $0.10\times0.35=0.035$ | $-1$ |
| R | R | $0.90\times0.35=0.315$ | $0$ |
| L | L | $0.10\times0.65=0.065$ | $0$ |

The active weight is $0.585+0.035=0.620$, compared with 0.5 for unpolarized beams. This answers (a):

$$
\frac{0.620}{0.5}=1.24=1-(0.80)(-0.30).
$$

The rate rises by 24 percent relative to unpolarized beams. For (b),

$$
P_{\rm eff}=\frac{0.585-0.035}{0.620}=\frac{0.550}{0.620}=0.887,
$$

or 88.7 percent. With unpolarized positrons the rate factor would be 1 and $P_{\rm eff}$ would be 0.80. A modest positron polarization of sign opposite to that of the electrons thus improves both quantities.

The wrong results 0.76 and 0.66 are the correct ones for another experiment, with $P_2=+0.30$. Choosing the wrong pairs has the same effect as reversing the positron helicity.

The neglected mass term can be estimated for a beam energy of 5000 MeV. With $m=0.511$ MeV, $r=1.04\times10^{-8}$, and $1-\kappa$ has the same value to this accuracy. A muon pair can be produced only if $E\ge M=105.66$ MeV, so for this process $r$ cannot exceed $(m/M)^2=2.34\times10^{-5}$. Since $1-\kappa<r$, the mass correction to $\kappa$ stays below that value at every allowed energy.

## Where the effective polarization is seen

The total rate depends on $P_1P_2$ alone. Reversing both polarizations leaves it unchanged, although $P_{\rm eff}$ changes sign. To observe $P_{\rm eff}$ one needs a quantity that distinguishes $J_z=+\hbar$ from $J_z=-\hbar$. The helicity of the outgoing $\mu^-$ is one.

Let the $\mu^-$ leave at angle $\theta$ to the electron beam, in the $xz$ plane, and first neglect $M$. The creation current $\bar u\gamma^\mu v$ is the complex conjugate of an annihilation current. For a right-handed $\mu^-$ along $z$ it is $-2E(1,-i,0)$. Turning it by $\theta$ about the $y$ axis takes the $x$ direction into $(\cos\theta,0,-\sin\theta)$ and leaves $y$ alone, so

$$
\mathbf F_R=-2E(\cos\theta,-i,-\sin\theta),\qquad
\mathbf F_L=-2E(\cos\theta,\,i,-\sin\theta).
$$

The products with the beam currents are

$$
\mathbf J_{RL}\cdot\mathbf F_R=4E^2(\cos\theta+1),\qquad
\mathbf J_{RL}\cdot\mathbf F_L=4E^2(\cos\theta-1),
$$

and for $\mathbf J_{LR}$ the two results are exchanged. With $c=\cos\theta$, the numbers of right- and left-handed $\mu^-$ are proportional to

$$
n_R=w_{RL}(1+c)^2+w_{LR}(1-c)^2,\qquad
n_L=w_{RL}(1-c)^2+w_{LR}(1+c)^2 .
$$

Since $(1+c)^2-(1-c)^2=4c$ and $(1+c)^2+(1-c)^2=2(1+c^2)$, the muon polarization is

$$
P_\mu(\theta)=\frac{n_R-n_L}{n_R+n_L}
=P_{\rm eff}\,\frac{2\cos\theta}{1+\cos^2\theta}.
$$

In the forward direction the muon carries the full $P_{\rm eff}$. At $90^\circ$ its longitudinal polarization vanishes, because both muon helicities are then equally likely for either sign of $J_z$. The sum $n_R+n_L$ is proportional to $(1-P_1P_2)(1+c^2)$. For negligible electron mass, the rate factor therefore holds at each angle as well as in the total.

The muon mass adds pairs of equal helicity, with $\mathbf F=\mp2M(\sin\theta,0,\cos\theta)$. Their squared product with either beam current is $16E^2M^2\sin^2\theta$, compared with $16E^4(1\pm c)^2$ above. They add $(M/E)^2\sin^2\theta$, times $w_{RL}+w_{LR}$, to both $n_R$ and $n_L$. The difference is unchanged and the sum grows:

$$
P_\mu(\theta)=P_{\rm eff}\,
\frac{2\cos\theta}{1+\cos^2\theta+(M/E)^2\sin^2\theta}.
$$

$P_\mu$ counts helicities, so it is the component of the muon polarization along the muon momentum. With the mass kept, the $\mu^-$ also has a polarization transverse to its momentum in the scattering plane, proportional to $P_{\rm eff}(M/E)\sin\theta$. It does not vanish at $90^\circ$; it is small for $E\gg M$ but not near threshold.

At $60^\circ$ the massless formula gives $0.8871\times1/1.25=0.7097$. For 5000 MeV beams the muon mass lowers this to 0.7095. The numerical output below includes an evaluation with Dirac traces and both masses kept, which agrees with this value and with the rate factor 1.24. The four digits serve to show the mass term and to compare the formulas. They are not a prediction of that accuracy for an experiment, because higher orders of QED and $Z$ exchange are left out. At this energy $Z$ exchange alone lowers the value by about 0.002, roughly ten times the muon-mass term.

## If the two helicity rates differ

In pure QED mirror symmetry makes the rates $\sigma_{RL}$ and $\sigma_{LR}$ equal. An additional interaction that violates parity, such as exchange of the $Z$ boson, can make them different. Suppose equal helicities remain negligible. From the sum and difference of the weights,

$$
w_{RL}=\frac{(1-P_1P_2)(1+P_{\rm eff})}{4},\qquad
w_{LR}=\frac{(1-P_1P_2)(1-P_{\rm eff})}{4}.
$$

With $\sigma_0=(\sigma_{RL}+\sigma_{LR})/4$ for unpolarized beams and $A=(\sigma_{RL}-\sigma_{LR})/(\sigma_{RL}+\sigma_{LR})$, the rate is

$$
w_{RL}\sigma_{RL}+w_{LR}\sigma_{LR}
=\sigma_0(1-P_1P_2)(1+P_{\rm eff}A).
$$

The factor $1-P_1P_2$ alone is then no longer the full answer. Here $P_{\rm eff}$ stands for $(P_1-P_2)/(1-P_1P_2)$; the mean $J_z/\hbar$ of the annihilating pairs becomes $(P_{\rm eff}+A)/(1+P_{\rm eff}A)$ and equals $P_{\rm eff}$ for $A=0$. The last bracket is what a single polarized electron beam of polarization $P_{\rm eff}$ would give against unpolarized positrons, which is the reason for the name. For one-photon annihilation $A=0$, and the answers to the problem stand: a rate factor of 1.24 and an effective polarization of 88.7 percent.

## Computed results

```
electron polarization P1 = +0.80 (dimensionless)
positron polarization P2 = -0.30 (dimensionless)
electron fractions right, left = 0.900, 0.100
positron fractions right, left = 0.350, 0.650
weight e-R e+L = 0.5850
weight e-L e+R = 0.0350
weight e-R e+R = 0.3150
weight e-L e+L = 0.0650
active weight (opposite helicities) = 0.6200
difference of active weights = 0.5500
rate factor 1 - P1 P2 = 1.2400
effective polarization = 0.8871 = 88.7 percent
unpolarized positrons: factor = 1.0000, P_eff = 0.8000
P2 = +0.30 instead: factor = 0.7600, P_eff = 0.6579
beam energy = 5000 MeV
electron rest energy = 0.510999 MeV
muon rest energy = 105.6584 MeV
r = (m c^2/E)^2 at this energy = 1.044e-08
1 - kappa at this energy = 1.044e-08
largest r, at muon threshold = 2.339e-05
rate factor from traces, real masses = 1.24000
muon angle = 60 degrees
muon polarization, massless formula = 0.70968
muon polarization, muon mass kept = 0.70949
muon polarization from traces = 0.70949
```
